Linear and square-root laws of steady radiation-enhanced diffusion

Take a crystal in which irradiation makes vacancies and interstitials in pairs, G pairs per unit volume and time. Suppose for the moment that both defects have the same diffusivity D, that fixed sinks such as dislocations absorb both equally well, and that the thermal defect population is negligible. If the crystal starts with neither defect present, the two concentrations remain equal; call them c. A defect disappears either at a sink, at a rate proportional to c, or by meeting its opposite, at a rate proportional to c². In the steady state

G = k²D c + R c²,

where k² is the sink strength, an inverse length squared, and R is the recombination constant. If the first term dominates, c = G/(k²D), and doubling the beam doubles the defect population. If the second dominates, c = √(G/R), and doubling the beam raises it by only √2, because each defect now finds more partners. An atom that moves with the help of these defects has a diffusivity that follows c.

Real vacancies and interstitials differ in mobility, sinks absorb them unequally, and a hot crystal contains defects without any beam. The two laws survive these complications under conditions that have to be found. Let C_V and C_I be the concentrations, C_V* and C_I* their thermal equilibrium values, and v = C_V − C_V*, i = C_I − C_I* the excesses. The crystal is taken as uniform, and its sinks as unchanging.

The recombination constant follows from diffusion to an absorbing sphere. Seen from one defect, a partner performs a random walk with diffusivity D_I + D_V, since the mean square displacements of independent walks add. Let the pair vanish when its separation reaches the capture radius a. The steady concentration of partners around the defect, zero at r = a and C far away, is C(1 − a/r). Its gradient is Ca/r², so the inward current through a sphere of radius r is 4πr²(D_I + D_V)Ca/r², independent of r as it must be. Hence

R = 4πa(D_I + D_V).

In equilibrium, recombination is balanced by thermal creation of pairs at the rate R C_I*C_V*, and absorption at sinks by emission from them. With the loss rates per excess defect written as

λ_V = k_V²D_V,  λ_I = k_I²D_I,

the balances under irradiation are

dC_V/dt = G − R(C_I C_V − C_I*C_V*) − λ_V v,

dC_I/dt = G − R(C_I C_V − C_I*C_V*) − λ_I i.

Production and recombination enter both equations identically, because each creates or removes one defect of each kind. Subtracting the steady equations therefore leaves

λ_V v = λ_I i ≡ S.

Sinks receive equal net numbers of vacancies and interstitials, S per unit volume and time. This holds even when they absorb a small part of the production, so the sinks fix the ratio v/i in both regimes.

Now put v = S/λ_V and i = S/λ_I into the recombination term. Expanding the product gives

C_I C_V − C_I*C_V* = C_I* v + C_V* i + i v
 = S(C_I*/λ_V + C_V*/λ_I) + S²/(λ_Vλ_I).

The first part is recombination with thermal partners, linear in the excess; the second is recombination between excess defects. With

β = R(C_I*/λ_V + C_V*/λ_I),  G_x = λ_Vλ_I/R,

the steady balance becomes

G = (1 + β)S + S²/G_x.

Multiplying by G_x and solving for S gives

S = (G_x/2)[−(1 + β) + √((1 + β)² + 4G/G_x)],

the other root being negative. Define

s = √(1 + 4G/[G_x(1 + β)²]).

Then S = ½G_x(1 + β)(s − 1). Multiplying and dividing by s + 1, and using s² − 1 = 4G/[G_x(1 + β)²], gives the more convenient form

S = 2G/[(1 + β)(1 + s)].

For negligible β the limits are immediate. When G ≪ G_x, s is close to 1 and S ≈ G: nearly every defect reaches a sink. When G ≫ G_x, s ≈ 2√(G/G_x) and S ≈ √(G G_x): most defects recombine, and the sink loss grows as the square root of production.

The passage between the laws is described by the local exponent n = d ln S/d ln G. Differentiating the balance gives dG/dS = 1 + β + 2S/G_x, so

n = G/[S dG/dS] = G/[(1 + β)S + 2S²/G_x].

The balance itself says S²/G_x = G − (1 + β)S. The denominator is then 2G − (1 + β)S, and

n = 1/(2 − φ),  φ = (1 + β)S/G = 2/(1 + s).

Equivalently, n = (1 + s)/(2s). Here φ is the fraction of production removed by processes linear in the excess. For β = 0 it is simply the fraction reaching sinks, and the exponent is 3/4 when s = 2, that is, at G = 3G_x/4. The change is gradual: a measured exponent of 0.6 or 0.8 needs no third mechanism.

These formulas were tested by integrating the two rate equations in time until they became steady, with the silicon parameters given below. At a production rate of 6.24×10¹¹ cm⁻³ s⁻¹ in a crystal rich in sinks the exponent came out as 1.0000; at 6.24×10¹⁹ cm⁻³ s⁻¹ in a crystal with fewer sinks it was 0.5004. The second rate is far beyond the example's beam and serves to expose the limit.

It remains to connect S with the motion of a dopant. Let A be the concentration of immobile substitutional dopant atoms, and P_I and P_V those of mobile dopant-interstitial and dopant-vacancy pairs. A substitutional atom becomes a pair at the rate g_I or g_V, proportional to C_I or C_V respectively. The pairs dissolve at rates r_I, r_V and diffuse with diffusivities d_I, d_V. Thus

∂A/∂t = −(g_I + g_V)A + r_I P_I + r_V P_V,

∂P_I/∂t = g_I A − r_I P_I + d_I∇²P_I,

with a similar equation for P_V. If pairs dissolve quickly compared with the evolution of the dopant profile, and move only a short way on its scale before doing so, then P_I ≈ g_I A/r_I and P_V ≈ g_V A/r_V. Adding all three equations cancels the exchange terms:

∂(A + P_I + P_V)/∂t = ∇²(d_I P_I + d_V P_V).

When pairs are dilute, the sum on the left is nearly A, and the dopant diffusivity is

D_A = d_I g_I/r_I + d_V g_V/r_V.

The first term is proportional to C_I, the second to C_V. If f is the interstitial share in thermal equilibrium, where the diffusivity is D_A*, then

D_A/D_A* = f C_I/C_I* + (1 − f)C_V/C_V*.

Subtracting 1 = f + (1 − f) and inserting i = S/λ_I and v = S/λ_V gives

D_A − D_A* = D_A* S [f/(λ_I C_I*) + (1 − f)/(λ_V C_V*)].

The bracket does not contain G. The radiation-induced part of the diffusivity therefore has the same exponent n as S, whichever defect carries the dopant. The total diffusivity does not: at weak irradiation it levels off at D_A*, and a logarithmic plot of the total would show a slope below 1 for that reason alone.

The phrase "recombination dominates" also needs care. Suppose β is large, so that excess defects of at least one kind are likely to recombine with a thermal partner before finding a sink. As long as 4G ≪ G_x(1 + β)², the root gives

S ≈ G/(1 + β).

Most defects recombine, yet the law is linear, because the supply of partners is set by temperature and not by the beam. To see what the square root requires, compare the two kinds of recombination:

i v/(C_I* v + C_V* i) = 1/(C_I*/i + C_V*/v).

This is large only if both excesses far exceed their thermal populations. In a test with both thermal populations raised artificially by 10⁷ in the sink-rich crystal at G = 6.24×10¹⁴ cm⁻³ s⁻¹, just 2.8% of the defects reached sinks, and the exponent was still 1.0000.

Sink strength enters the two laws differently. Multiply both k_V² and k_I² by a factor q. Then λ_V and λ_I grow by q and G_x by q². In the sink regime S stays equal to G, while i = S/λ_I falls as 1/q. In the recombination regime S = √(G G_x) grows as q, and i does not change at all: the sinks set the ratio of the two populations, and recombination sets their product. Doubling the sinks in the rate equations, at the same extreme production rates as before, changed the interstitial excess by factors of 0.5000 and 0.9991.

This matters when damage accumulates. If the beam itself builds dislocation loops, so that both sink strengths rise as G^m when different beams are compared, the excesses v and i, and with them the radiation-induced diffusivity, rise as G^(1−m) in the sink regime instead of as G. Their square-root law is unaffected while recombination remains dominant, although S itself then rises as G^(1/2+m). At a fixed beam, accumulating sinks raise G_x as the square of their strength and can carry the crystal from the square-root law to the linear one. The steady formulas then apply at each moment if the sinks change slowly compared with the defect populations.

A crystal without sinks is a separate case. The difference C_V − C_I is then conserved. If it starts at zero and thermal defects are negligible, both concentrations approach √(G/R). The square root appears again, but with sinks the interstitial value in the recombination regime is √(G G_x)/λ_I = √(Gλ_V/(Rλ_I)), which differs by the factor √(λ_V/λ_I). The exponent alone does not tell whether sinks have had time to set the defect ratio.

As an example, consider a thin boron marker 1000 nm deep in silicon at 700 °C, under a beam of 300 keV protons. The material parameters are rough round values: D_I = 10⁻⁸ and D_V = 10⁻¹⁰ cm²/s, C_I* = 3×10⁸ and C_V* = 3×10¹⁰ cm⁻³, and a = 0.5 nm, which gives R = 6.35×10⁻¹⁵ cm³/s. Boron is taken to move with f = 0.99 and a thermal diffusivity of 10⁻¹⁸ cm²/s. Each proton displaces 10⁻³ pairs per nm of path, of which one tenth escape immediate recombination. A current density of 0.1 μA/cm² brings 6.24×10¹¹ protons per cm² and second, so with 10⁻³ nm⁻¹ = 10⁴ cm⁻¹,

G = 6.24×10¹¹ × 10⁴ × 0.1 = 6.24×10¹⁴ cm⁻³ s⁻¹.

The sink-rich wafer has k_V² = 1.0×10¹⁰ and k_I² = 1.2×10¹⁰ cm⁻². Its loss rates are λ_V = 1 s⁻¹ and λ_I = 120 s⁻¹, so

G_x = 1 × 120/(6.35×10⁻¹⁵) = 1.89×10¹⁶ cm⁻³ s⁻¹.

Here β is about 3×10⁻⁶ and can be dropped. With 4G/G_x = 0.132, s = 1.064, S/G = 2/2.064 = 0.969 and n = 0.970. The interstitial excess is 0.969 × 6.24×10¹⁴/120 = 5.04×10¹² cm⁻³, or 1.68×10⁴ times C_I*. The vacancy excess, 6.05×10¹⁴ cm⁻³, is 2.02×10⁴ times C_V*. Boron then diffuses with

D = 10⁻¹⁸ × (1 + 0.99 × 1.68×10⁴ + 0.01 × 2.02×10⁴) = 1.68×10⁻¹⁴ cm²/s.

In 600 s the spread √(2Dt) is 45 nm, against 0.35 nm without the beam. The second figure is only a root mean square: if a pair travels a few nanometres before dissolving, most boron atoms do not move at all in that time.

The second wafer has ten times weaker sinks of both kinds, all else being equal. G_x falls a hundredfold, 4G/G_x rises to 13.2, and s = 3.77. Now S/G = 0.42 and n = 0.63: more than half of the defects recombine. The boron diffusivity is 7.3×10⁻¹⁴ cm²/s and the spread 94 nm. Removing nine tenths of the sinks has raised the diffusivity by a factor of 4.3, between the factor 10 of the sink regime and the factor 1 of the recombination regime.

Changing the current shows the two laws directly. From 0.01 to 0.1 and then to 1 μA/cm², the diffusivity in the sink-rich wafer rises by factors of 9.7 and 8.2, close to the linear value of 10 at first. In the sink-poor wafer the factors are 5.3 and 3.8, approaching √10 = 3.2. The exponent 3/4 is reached at 2.3 μA/cm² in the first wafer and 0.023 μA/cm² in the second. Since D_I ≫ D_V here, R ≈ 4πaD_I and

G_x ≈ k_V²k_I²D_V/(4πa),

so the slower defect controls the crossover.

At 0.1 μA/cm², the largest effect among those calculated outside the basic model is the pairing of vacancies. Two vacancies approach with relative diffusivity 2D_V, and each encounter must be counted once, so divacancies, taken here as immobile, form at the rate bC_V², with b = 4πa(2D_V)/2 = 4πaD_V. Let their concentration be P. They break up at a rate κ, or capture an interstitial at the rate wC_I with w = 4πaD_I, leaving one vacancy. In the steady state

bC_V² − κP = wC_I P.

Pairing removes 2(bC_V² − κP) = 2wC_I P from the vacancy balance, and capture returns wC_I P. The net loss is wC_I P, the same as the added interstitial loss, so λ_V v = λ_I i still holds. At high production breakup is negligible and wC_I P ≈ bv². Relative to direct recombination this added loss is

bv²/(R i v) = D_V v/[(D_I + D_V)i] = D_I k_I²/[(D_I + D_V)k_V²] ≡ ρ,

where the last step uses v/i = λ_I/λ_V. The balance becomes G ≈ (1 + ρ)S²/G_x. The square root survives, with S reduced by 1/√(1 + ρ). For the example ρ = 1.19 and the factor is 0.676; the full rate equations with divacancies gave 0.676 and an exponent of 0.5003 in the sink-poor wafer at G = 6.24×10¹⁹ cm⁻³ s⁻¹.

At 0.1 μA/cm², with a rough divacancy binding energy of 1.6 eV, pairing lowers S by 3% in the sink-rich wafer and 25% in the sink-poor one, relative to the basic model. The exponents drop from 0.97 to 0.94 and from 0.63 to 0.58. The steady divacancy balance gives P near 6×10¹⁴ cm⁻³ in the sink-rich wafer and 2×10¹⁵ cm⁻³ in the sink-poor one, in each case about as many as there are single vacancies. With the same capture radius, a divacancy meets a third vacancy at the rate 4πaD_V C_V and an interstitial at the rate 4πaD_I C_I. Since λ_V v = λ_I i, the ratio of these rates is close to k_I²/k_V² = 1.2, so a divacancy captures a vacancy slightly more often than an interstitial. Larger clusters therefore cannot be dismissed in either wafer, and neither percentage is an upper bound on the effect of clustering. Nor is its sign certain, because real divacancies in silicon can migrate at this temperature. Those that reach sinks carry vacancies there, so λ_V v falls below λ_I i. With fewer single vacancies left to recombine with, the interstitial excess is then lowered less, or even raised. The percentages above hold only for immobile divacancies that grow no further.

The other corrections calculated at this current are smaller. Interstitials lost by pairing with each other, estimated from the basic model, amount to 0.05% and 2.3% of the sink loss in the two wafers. A depth-dependent calculation with uniform production over 3000 nm, a perfectly absorbing surface and no flux at the deep end changes the interstitial excess at the marker by −0.001% and +0.25%. Letting defects diffuse on into unirradiated bulk moves the second figure to +0.26%. Its sign and size depend on the ratio of the sink strengths: it is −0.19% for k_I² = k_V² and +1.1% for k_I² = 3k_V². In the sink-poor wafer the interstitial excess comes within 5% of its steady value after 14 s, or 75 s with divacancies, which is short compared with the 600 s exposure. If larger vacancy clusters form, they can go on accumulating, and the interstitial excess may then drift throughout the exposure.

Set beside real silicon, the example describes heavily damaged material. Sink strengths of 10⁹ to 10¹⁰ cm⁻² are far above those of a good, nearly dislocation-free wafer, where the surfaces may be the main sinks and the uniform model fails. Proton damage is also uneven in depth, with a peak near the end of the range. Published defect diffusivities in silicon are widely scattered, and at given S and k_I² the interstitial part of the enhancement varies inversely with the product D_I C_I*: a tenfold error there is nearly a tenfold error in the boron diffusivity of the example. The regime is just as uncertain, because G_x depends on D_V itself and not on the product D_V C_V*. Direct measurements of vacancy migration point to values far above 10⁻¹⁰ cm²/s at this temperature. With D_V = 10⁻⁸ cm²/s at the same D_V C_V*, G_x rises about fiftyfold and the sink-poor wafer has S/G = 0.94 and n = 0.95, so both wafers would be close to the linear law. Boron-interstitial clusters, which the model omits, can immobilize part of the dopant at large interstitial excess. Defect charge is omitted as well, and so is the implanted hydrogen, 3.7×10¹⁴ atoms per cm² in 600 s, which can bind to vacancies.

Beam heating can distort a measured exponent. If the wafer sheds the extra heat by radiation alone from both faces with emissivity 0.7, it warms by 1.0 K at 0.1 μA/cm² and by 10 K at 1 μA/cm². With a rough activation energy of −1.5 eV for the ratio D_A*/(D_I C_I*), that prefactor falls by 2% and 17%; the accompanying change in S is not included. A test of the scaling laws should therefore hold the wafer temperature, not the heater power, fixed as the current is varied. The remaining values are in the numerical output, where kV2 and kI2 stand for k_V² and k_I².

Values computed for the example and the checks

```
temperature 973.15 K, kT 0.08386 eV
D_I 1.0e-08, D_V 1.0e-10 cm2/s
C_I* 3.0e+08, C_V* 3.0e+10 cm-3
capture radius 0.50 nm, R 6.3460e-15 cm3/s
proton energy 300 keV, yield 1.0e-03 pairs/nm
surviving fraction 0.10, boron f 0.99
thermal boron D 1.0e-18 cm2/s, time 600 s
thermal boron spread 0.346 nm
G at 0.1 uA/cm2 6.2415e+14 cm-3 s-1
[rich] kV2 1.0e+10, kI2 1.2e+10 cm-2, beta 3.49e-06
[rich] Gx 1.8909e+16 cm-3 s-1, n=3/4 at 2.2722 uA/cm2
[rich] 0.01 uA/cm2: S/G 0.9967, n 0.9967, D 1.733e-15 cm2/s, spread 14.4 nm
[rich] 0.10 uA/cm2: S/G 0.9690, n 0.9699, D 1.683e-14 cm2/s, spread 44.9 nm
[rich] 1.00 uA/cm2: S/G 0.7926, n 0.8282, D 1.377e-13 cm2/s, spread 128.5 nm
[rich] at 0.1 uA/cm2: S 6.0480e+14 cm-3 s-1
[rich] excess V 6.048e+14, I 5.040e+12 cm-3, I/I* 1.680e+04
[rich] V pairing: S change -2.7 %, n 0.9410
[rich] I pairing loss / sink loss 0.053 %
[rich] surface changes I excess at 1000 nm by -0.001 %
[rich] settling 0.0 s, with V pairs 0.4 s
[poor] kV2 1.0e+09, kI2 1.2e+09 cm-2, beta 3.49e-05
[poor] Gx 1.8909e+14 cm-3 s-1, n=3/4 at 0.0227 uA/cm2
[poor] 0.01 uA/cm2: S/G 0.7926, n 0.8283, D 1.377e-14 cm2/s, spread 40.7 nm
[poor] 0.10 uA/cm2: S/G 0.4194, n 0.6327, D 7.286e-14 cm2/s, spread 93.5 nm
[poor] 1.00 uA/cm2: S/G 0.1596, n 0.5434, D 2.772e-13 cm2/s, spread 182.4 nm
[poor] at 0.1 uA/cm2: S 2.6177e+14 cm-3 s-1
[poor] excess V 2.618e+15, I 2.181e+13 cm-3, I/I* 7.271e+04
[poor] V pairing: S change -25.0 %, n 0.5841
[poor] I pairing loss / sink loss 2.284 %
[poor] surface changes I excess at 1000 nm by 0.251 %
[poor] settling 14.3 s, with V pairs 75.0 s
D poor / D rich at 0.1 uA/cm2: 4.328
limit exponents from rate equations: 1.0000, 0.5004
I excess ratio on doubling sinks: 0.5000, 0.9991
thermal-partner test (C* x 1e+07): S/G 0.0279, n 1.0000
V-pair high-G factor: 0.6763, formula 0.6760
V-pair high-G exponent 0.5003
V-pair binding 1.6 eV, breakup 8.128e-03 s-1
emissivity 0.7, boron prefactor slope -1.5 eV
beam 0.1 uA/cm2: 0.030 W/cm2, rise 1.02 K, prefactor -1.9 %
beam 1.0 uA/cm2: 0.300 W/cm2, rise 10.09 K, prefactor -16.8 %
```
